# N-body bound state of attractive delta bosons and the Hartree soliton: a numerical check

```python
# Result under test: N bosons on a line with
#   H = -t sum_i d^2/dx_i^2 - g sum_{i<j} delta(x_i - x_j),  t = hbar^2/(2m), g > 0,
# have lowest energy E = -t c^2 N(N^2-1)/12 with c = g/(2t) = m g/hbar^2.
# The best product (Hartree) state is a sech soliton of inverse width
# kappa = c(N-1)/2 and energy -t c^2 N(N-1)^2/12, equal to E at leading order in N.
# Independent roads: Galerkin diagonalization in the gaps between neighbours,
# a three-body lattice without imposed symmetry, and a self-consistent orbital.
from functools import reduce
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, trapezoid
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import eigsh


def exact_energy(N, t, g):
    return -t * (g / (2 * t))**2 * N * (N**2 - 1) / 12


def hartree_energy(N, t, g):
    return -t * (g / (2 * t))**2 * N * (N - 1)**2 / 12


def close(value, target, rel):
    return abs(value - target) <= rel * abs(target)


def diagonalize_in_gaps(N, M, t, g):
    """Lowest energy and mean gaps, from the quadratic form of H in one
    ordering sector; M Laguerre functions for each of the N-1 gaps.
    Each contact plane is shared by two sectors, hence the factor g/2."""
    c = g / (2 * t)
    a = 0.26 * N**2 * c          # basis decay rate, not that of the solution
    n = np.arange(M)
    D = -a * (np.triu(np.ones((M, M)), 1) + 0.5 * np.eye(M))
    contact = a * np.ones((M, M))
    R = (np.diag(2.0 * n + 1) - np.diag(n[1:], 1) - np.diag(n[1:], -1)) / a

    def place(ops):
        return reduce(np.kron, [ops.get(k, np.eye(M)) for k in range(N - 1)])

    H = np.zeros((M**(N - 1), M**(N - 1)))
    for k in range(N - 1):
        H += place({k: 2 * t * D.T @ D - 0.5 * g * contact})
        if k < N - 2:
            X = place({k: D.T, k + 1: D})
            H -= t * (X + X.T)
    unit = t * c**2
    w, v = eigh(H / unit, subset_by_index=[0, 0])
    v = v[:, 0]
    gaps = np.array([v @ (place({k: R}) @ v) for k in range(N - 1)])
    return w[0] * unit, gaps


def three_body_lattice(h, half_width=8.0):
    """Three particles at zero total momentum, t = c = 1, lattice spacing h;
    coordinates x1-x3 and x2-x3, no exchange symmetry imposed."""
    p = int(round(half_width / h))
    size = 2 * p + 1
    S = diags([np.ones(size - 1)], [1], shape=(size, size))
    one = identity(size)
    hop = (kron(S + S.T, one) + kron(one, S + S.T)
           + kron(S, S) + kron(S.T, S.T))
    i, j = np.meshgrid(np.arange(-p, p + 1), np.arange(-p, p + 1), indexing="ij")
    pairs = (i == 0).astype(float) + (j == 0) + (i == j)
    H = diags([6 / h**2 - 2 * pairs.ravel() / h], [0]) - hop / h**2
    return eigsh(H.tocsc(), k=1, sigma=-2.5, which="LM",
                 return_eigenvectors=False)[0]


def hartree_minimum(N, t, g):
    """Self-consistent lowest orbital on a grid, started from a Gaussian."""
    length = t / (g * (N - 1))
    x = np.linspace(-48, 48, 1201) * length
    h = x[1] - x[0]
    rho = np.exp(-(x / (6 * length))**2)
    rho /= rho.sum() * h
    for _ in range(100):
        w, v = eigh_tridiagonal(2 - g * (N - 1) * rho * h**2 / t,
                                -np.ones(x.size - 1),
                                select="i", select_range=(0, 0))
        phi = np.abs(v[:, 0]) / np.sqrt(h)
        rho = phi**2
    energy = N * (t * np.sum(np.diff(phi)**2) / h
                  - 0.5 * g * (N - 1) * np.sum(rho**2) * h)
    return energy, x, phi


# Model parameters in SI units
m = 7 * const.atomic_mass
g = 1e-39
N = 100
t = const.hbar**2 / (2 * m)
c = m * g / const.hbar**2
unit = t * c**2
print(f"mass m = {m:.5e} kg (7 atomic mass units)")
print(f"coupling g = {g:.3e} J m, particle number N = {N}")
print(f"c = m g/hbar^2 = {c:.3f} 1/m")
print(f"energy unit eps = hbar^2 c^2/(2m) = {unit:.5e} J")

# Few-body energies and gaps from the Hamiltonian itself
print("Few-body diagonalization, energies in eps, pair distance in 1/c:")
for n_part, n_basis in [(2, 12), (3, 12), (4, 8), (5, 6)]:
    energy, gaps = diagonalize_in_gaps(n_part, n_basis, t, g)
    k = np.arange(1, n_part)
    assert close(energy, exact_energy(n_part, t, g), 1e-4)
    assert np.allclose(gaps * c * k * (n_part - k), 1, atol=2e-3)
    pair = np.sum(k * (n_part - k) * gaps) / (n_part * (n_part - 1) / 2)
    assert close(pair, 2 / (c * n_part), 2e-3)
    print(f"  N={n_part}: numerical E = {energy/unit:.5f}, "
          f"formula {exact_energy(n_part, t, g)/unit:.5f}, "
          f"pair distance {pair*c:.4f}")

# Unrestricted three-body problem; remaining error is lattice discretization
coarse, fine = three_body_lattice(0.2), three_body_lattice(0.1)
extrapolated = (4 * fine - coarse) / 3
assert abs(extrapolated - exact_energy(3, 1.0, 2.0)) < 0.01
print(f"three-body lattice E, spacing 0.2/c: {coarse:.5f} eps")
print(f"three-body lattice E, spacing 0.1/c: {fine:.5f} eps")
print(f"three-body lattice E, extrapolated: {extrapolated:.4f} eps")

# Sum of squared sign fields at random positions
rng = np.random.default_rng(4)
pos = rng.normal(size=N)
field = 0.5 * np.sign(pos[:, None] - pos[None, :]).sum(axis=1)
assert close(np.sum(field**2), -exact_energy(N, t, g) / unit, 1e-12)

# Completed square for one orbital, on an asymmetric trial function
s = np.linspace(-9, 9, 6001)
trial = np.exp(-s**2 / 2) * (1 + 0.6 * s + 0.2 * s**2)
trial /= np.sqrt(trapezoid(trial**2, s))
slope = np.gradient(trial, s)
F = cumulative_trapezoid(trial**2, s, initial=0)
lam = 1.7
left = trapezoid(slope**2 - lam * trial**4, s)
square = trapezoid((slope + lam * (F - 0.5) * trial)**2, s)
assert abs(left - (square - lam**2 / 12)) < 1e-4
print(f"trial orbital, Lambda = {lam}: functional = {left:.5f}, "
      f"square - Lambda^2/12 = {square - lam**2/12:.5f}")

# Numerical Hartree minimum for the worked example
E_num, x, phi = hartree_minimum(N, t, g)
h = x[1] - x[0]
kappa = c * (N - 1) / 2
E_H = hartree_energy(N, t, g)
E = exact_energy(N, t, g)
assert close(E_num, E_H, 1e-3)
profile = kappa / 2 / np.cosh(kappa * x)**2
assert np.max(np.abs(phi**2 - profile)) < 3e-3 * kappa / 2
rho = phi**2
pair_H = rho @ np.abs(x[:, None] - x[None, :]) @ rho * h**2
assert close(pair_H, 1 / kappa, 2e-3)

# Centre-of-mass kinetic energy of a two-particle product state
_, x2, phi2 = hartree_minimum(2, t, g)
h2 = x2[1] - x2[0]
product = np.outer(phi2, phi2)
total_slope = (product[2:, 2:] - product[:-2, :-2]) / (2 * h2)
cm_two = t * np.sum(total_slope**2) * h2**2 / 2
assert close(cm_two, unit / 12, 3e-3)
print(f"N=2 product state, centre-of-mass energy: {cm_two/unit:.5f} eps "
      f"(formula {1/12:.5f})")

# Centre-of-mass energy for N particles: mean momentum is zero, so cross
# terms vanish and it equals the kinetic energy of one particle
cm = t * np.sum(np.diff(phi)**2) / h
assert close(cm, unit * (N - 1)**2 / 12, 2e-3)
assert close(cm / (E_H - E), (N - 1) / (2 * N), 2e-3)

E_GP = -unit * N**3 / 12
assert E_GP < E < E_H
print(f"Worked example, N = {N}:")
print(f"  exact energy E = {E:.5e} J")
print(f"  exact energy E/h = {E/const.h:.4f} Hz")
print(f"  Hartree energy E_H = {E_H:.5e} J")
print(f"  Hartree energy E_H/h = {E_H/const.h:.4f} Hz")
print(f"  numerical Hartree minimum = {E_num:.5e} J")
print(f"  ratio E_H/E = {E_H/E:.6f}")
print(f"  gap E_H - E = {E_H-E:.4e} J")
print(f"  centre-of-mass part of the gap = {unit*(N-1)**2/12:.4e} J")
print(f"  centre-of-mass fraction of the gap = {(unit*(N-1)**2/12)/(E_H-E):.4f}")
print(f"  energy with N-1 replaced by N = {E_GP:.5e} J")
print(f"  its ratio to E = {E_GP/E:.6f}")
print(f"  soliton inverse width kappa = {kappa:.5e} 1/m")
print(f"  soliton width 1/kappa = {1e6/kappa:.3f} micrometre")
print(f"  peak density N kappa/2 = {N*kappa/2*1e-6:.4f} per micrometre")
print(f"  exact mean pair distance = {2e6/(c*N):.3f} micrometre")
print(f"  Hartree mean pair distance, numerical = {pair_H*1e6:.3f} micrometre")

print("Approach to leading order: N, E/(eps N^3), E_H/(eps N^3), E_H/E")
for n_part in (2, 3, 10, 100, 1000):
    e1, e2 = exact_energy(n_part, t, g), hartree_energy(n_part, t, g)
    print(f"  {n_part:5d}  {e1/unit/n_part**3:.6f}  "
          f"{e2/unit/n_part**3:.6f}  {e2/e1:.6f}")
print("all good")
```

Printed output:

```
mass m = 1.16238e-26 kg (7 atomic mass units)
coupling g = 1.000e-39 J m, particle number N = 100
c = m g/hbar^2 = 1045.189 1/m
energy unit eps = hbar^2 c^2/(2m) = 5.22594e-37 J
Few-body diagonalization, energies in eps, pair distance in 1/c:
  N=2: numerical E = -0.50000, formula -0.50000, pair distance 1.0000
  N=3: numerical E = -2.00000, formula -2.00000, pair distance 0.6667
  N=4: numerical E = -5.00000, formula -5.00000, pair distance 0.5000
  N=5: numerical E = -10.00000, formula -10.00000, pair distance 0.4000
three-body lattice E, spacing 0.2/c: -2.00657 eps
three-body lattice E, spacing 0.1/c: -2.00166 eps
three-body lattice E, extrapolated: -2.0000 eps
trial orbital, Lambda = 1.7: functional = -0.18216, square - Lambda^2/12 = -0.18216
N=2 product state, centre-of-mass energy: 0.08332 eps (formula 0.08333)
Worked example, N = 100:
  exact energy E = -4.35452e-32 J
  exact energy E/h = -65.7180 Hz
  Hartree energy E_H = -4.26829e-32 J
  Hartree energy E_H/h = -64.4166 Hz
  numerical Hartree minimum = -4.26849e-32 J
  ratio E_H/E = 0.980198
  gap E_H - E = 8.6228e-34 J
  centre-of-mass part of the gap = 4.2683e-34 J
  centre-of-mass fraction of the gap = 0.4950
  energy with N-1 replaced by N = -4.35495e-32 J
  its ratio to E = 1.000100
  soliton inverse width kappa = 5.17369e+04 1/m
  soliton width 1/kappa = 19.329 micrometre
  peak density N kappa/2 = 2.5868 per micrometre
  exact mean pair distance = 19.135 micrometre
  Hartree mean pair distance, numerical = 19.327 micrometre
Approach to leading order: N, E/(eps N^3), E_H/(eps N^3), E_H/E
      2  -0.062500  -0.020833  0.333333
      3  -0.074074  -0.037037  0.500000
     10  -0.082500  -0.067500  0.818182
    100  -0.083325  -0.081675  0.980198
   1000  -0.083333  -0.083167  0.998002
all good
```
